**In-phase transfer under isotropic and planar mixing**

For two spins 1/2, I and S, with scalar coupling J in hertz, the program computes the transfer a(t), the coefficient of S_x at time t when the initial operator is I_x. It asserts that a = sin²(πJt) for H = 2πJ I·S and a = sin²(πJt/2) for the planar H = πJ(I_yS_y + I_zS_z), using matrix propagators. Further assertions cover the general diagonal coupling, matched rf fields of finite strength, a remaining shift difference and a pulsed three-axis average. Among non-negative splits of the coupling with c_y + c_z = 1, it also asserts on a grid that the equal split transfers most at three times before 1/J. For J = 100 Hz the output shows completion at 5 ms for isotropic mixing and 10 ms for planar heteronuclear mixing. A planar coupling of full strength also finishes at 5 ms, so the doubling comes from the factor 1/2 left by averaging I_zS_z, not from the planar form.

## Numerical verification

```python
"""Transfer of in-phase magnetisation I_x -> S_x between two spins 1/2.

Results under test:
  isotropic H = 2 pi J I.S               : a(t) = sin^2(pi J t)
  planar    H = pi J (Iy Sy + Iz Sz)     : a(t) = sin^2(pi J t / 2)
The planar H is the average of 2 pi J Iz Sz under strong matched rf along x.
a(t) = Tr[rho(t) Sx] / Tr[Sx^2], rho(0) = Ix.  H is energy / hbar (rad/s),
J is the coupling in Hz, t is time in s, spin operators are dimensionless.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

pi = np.pi
half_pauli = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]
one = np.eye(2)
Ix, Iy, Iz = [np.kron(s, one) for s in half_pauli]
Sx, Sy, Sz = [np.kron(one, s) for s in half_pauli]


def evolve(H, t, rho):
    U = expm(-1j * H * t)
    return U @ rho @ U.conj().T


def coefficient(rho, B):
    return (np.trace(rho @ B) / np.trace(B @ B)).real


def transfer(H, t):
    return coefficient(evolve(H, t, Ix), Sx)


def coupling(J, cx, cy, cz):
    return 2 * pi * J * (cx * Ix @ Sx + cy * Iy @ Sy + cz * Iz @ Sz)


J = 100.0
H_iso = coupling(J, 1, 1, 1)
H_planar = coupling(J, 0, 0.5, 0.5)
H_planar_full = coupling(J, 0, 1, 1)

# General diagonal coupling: whole density operator against the product formula
rng = np.random.default_rng(4)
for _ in range(20):
    c = rng.uniform(-1.5, 1.5, 3)
    t = rng.uniform(0, 0.03)
    _, qy, qz = pi * J * c * t
    formula = (Ix * np.cos(qy) * np.cos(qz) + Sx * np.sin(qy) * np.sin(qz)
               + 2 * Iy @ Sz * np.cos(qy) * np.sin(qz)
               - 2 * Iz @ Sy * np.sin(qy) * np.cos(qz))
    assert np.allclose(evolve(coupling(J, *c), t, Ix), formula, atol=1e-10)

# The two transfer laws, and equality of all axes for isotropic mixing
zq = Iy @ Sz - Iz @ Sy
for t in np.linspace(0, 0.023, 24):
    rho = evolve(H_iso, t, Ix)
    assert abs(coefficient(rho, Sx) - np.sin(pi * J * t)**2) < 1e-10
    assert abs(coefficient(rho, Ix) - np.cos(pi * J * t)**2) < 1e-10
    assert abs(coefficient(rho, zq) - np.sin(2 * pi * J * t)) < 1e-10
    for A, B in ((Iy, Sy), (Iz, Sz)):
        a = coefficient(evolve(H_iso, t, A), B)
        assert abs(a - np.sin(pi * J * t)**2) < 1e-10
    assert abs(transfer(H_planar, t) - np.sin(pi * J * t / 2)**2) < 1e-10
    q = pi * J * t / 2
    expected_y = Iy * np.cos(q) - 2 * Ix @ Sz * np.sin(q)
    assert np.allclose(evolve(H_planar, t, Iy), expected_y, atol=1e-10)


def completion_time(H, upper):
    """Time of the maximum of the transfer in (0, upper), found numerically."""
    best = minimize_scalar(lambda u: -transfer(H, u / J), method="bounded",
                           bounds=(0, upper * J), options={"xatol": 1e-9})
    assert abs(best.fun + 1) < 1e-9
    return best.x / J


t_iso = completion_time(H_iso, 1 / J)
t_planar = completion_time(H_planar, 2 / J)
t_full = completion_time(H_planar_full, 1 / J)
assert abs(t_iso * J - 0.5) < 1e-5
assert abs(t_planar * J - 1.0) < 1e-5
assert abs(t_full * J - 0.5) < 1e-5

# Average of Iz Sz in the rf frame over a full turn about x
average = sum(evolve(-(Ix + Sx), angle, Iz @ Sz)
              for angle in 2 * pi * np.arange(8) / 8) / 8
assert np.allclose(average, (Iy @ Sy + Iz @ Sz) / 2, atol=1e-12)


# Real rf of finite strength: exact propagation against the closed formula
def H_rf(nu1):
    return 2 * pi * nu1 * (Ix + Sx) + 2 * pi * J * Iz @ Sz


def sin2_beta(nu1):
    return (pi * J)**2 / ((4 * pi * nu1)**2 + (pi * J)**2)


for nu1 in (0.0, 30.0, 100.0, 1000.0):
    Omega = np.hypot(4 * pi * nu1, pi * J)
    for t in np.linspace(0, 0.021, 40):
        closed = (np.sin(pi * J * t / 2)**2
                  - 0.5 * sin2_beta(nu1) * (1 - np.cos(Omega * t)))
        assert abs(transfer(H_rf(nu1), t) - closed) < 1e-9

# Equal rotations of both spins leave the isotropic transfer unscaled
for t in (0.0013, 0.0037, 0.005):
    with_rf = transfer(H_iso + 2 * pi * 1000 * (Ix + Sx), t)
    assert abs(with_rf - np.sin(pi * J * t)**2) < 1e-9

# Among splits cy + cz = 1 the equal split transfers most before 1/J
splits = np.linspace(0, 1, 21)
for t in (0.3 / J, 0.6 / J, 0.9 / J):
    gains = [transfer(coupling(J, 0, s, 1 - s), t) for s in splits]
    assert abs(splits[int(np.argmax(gains))] - 0.5) < 1e-12
    assert abs(max(gains) - np.sin(pi * J * t / 2)**2) < 1e-10

# A shift difference left in place truncates isotropic transfer
shift = 1000.0
H_shift = H_iso + pi * shift * (Iz - Sz)
root = np.hypot(J, shift)
for t in np.linspace(0, 0.004, 30):
    a = coefficient(evolve(H_shift, t, Iz), Sz)
    assert abs(a - (J / root)**2 * np.sin(pi * root * t)**2) < 1e-9
t_shift = 1 / (2 * root)
a_shift = coefficient(evolve(H_shift, t_shift, Iz), Sz)


# Pulsed three-axis averaging of Iz Sz: 120 degree turns about (1,1,1)
def three_axis_transfer(total, cycles=4):
    turn = expm(-1j * (2 * pi / 3) * (Ix + Iy + Iz + Sx + Sy + Sz) / np.sqrt(3))
    delay = expm(-1j * 2 * pi * J * Iz @ Sz * total / (3 * cycles))
    U = np.linalg.matrix_power(turn @ delay, 3 * cycles)
    return coefficient(U @ Ix @ U.conj().T, Sx)


for t in (0.002, 0.007, 0.011, 0.015):
    assert abs(three_axis_transfer(t) - np.sin(pi * J * t / 3)**2) < 1e-9
best3 = minimize_scalar(lambda u: -three_axis_transfer(u / J), method="bounded",
                        bounds=(0, 3), options={"xatol": 1e-9})
t_three = best3.x / J
assert abs(best3.x - 1.5) < 1e-5 and abs(best3.fun + 1) < 1e-9

print(f"Coupling J = {J:.0f} Hz")
print(f"Isotropic mixing, completion time = {1e3 * t_iso:.3f} ms")
print(f"Planar heteronuclear, completion time = {1e3 * t_planar:.3f} ms")
print(f"Ratio planar / isotropic = {t_planar / t_iso:.4f}")
print(f"Planar at full strength 2 pi J, completion = {1e3 * t_full:.3f} ms")
print(f"Three-axis average of Iz Sz, completion = {1e3 * t_three:.3f} ms")
print("Transfer Ix -> Sx (dimensionless): time, isotropic, planar")
for t_ms in (1.25, 2.5, 5.0, 7.5, 10.0):
    a_i = abs(transfer(H_iso, t_ms / 1e3))
    a_p = abs(transfer(H_planar, t_ms / 1e3))
    print(f"  t = {t_ms:5.2f} ms: {a_i:.4f}  {a_p:.4f}")
a_zq = coefficient(evolve(H_iso, 0.0025, Ix), zq)
print(f"Isotropic, coefficient of IySz-IzSy at 2.50 ms = {a_zq:.4f}")
for nu1 in (1000.0, 100.0):
    print(f"rf amplitude {nu1:.0f} Hz: exact transfer at 1/J = "
          f"{transfer(H_rf(nu1), 1 / J):.6f}")
    print(f"  largest possible averaging error = {sin2_beta(nu1):.6f}")
print(f"Shift difference left in place = {shift:.0f} Hz")
print(f"  largest isotropic transfer Iz -> Sz = {a_shift:.5f}")
print(f"  reached at t = {1e3 * t_shift:.4f} ms")
print("PASS")
```

Running it gives:

```
Coupling J = 100 Hz
Isotropic mixing, completion time = 5.000 ms
Planar heteronuclear, completion time = 10.000 ms
Ratio planar / isotropic = 2.0000
Planar at full strength 2 pi J, completion = 5.000 ms
Three-axis average of Iz Sz, completion = 15.000 ms
Transfer Ix -> Sx (dimensionless): time, isotropic, planar
  t =  1.25 ms: 0.1464  0.0381
  t =  2.50 ms: 0.5000  0.1464
  t =  5.00 ms: 1.0000  0.5000
  t =  7.50 ms: 0.5000  0.8536
  t = 10.00 ms: 0.0000  1.0000
Isotropic, coefficient of IySz-IzSy at 2.50 ms = 1.0000
rf amplitude 1000 Hz: exact transfer at 1/J = 1.000000
  largest possible averaging error = 0.000625
rf amplitude 100 Hz: exact transfer at 1/J = 0.997828
  largest possible averaging error = 0.058824
Shift difference left in place = 1000 Hz
  largest isotropic transfer Iz -> Sz = 0.00990
  reached at t = 0.4975 ms
PASS
```
